# Why a smooth potential must miss forces where two spin surfaces cross

A learned potential is being trained to find the barrier for oxygen entering an oxide. Its average force error is falling, but near the barrier a few configurations keep errors of several eV/Å. One can add training data there, enlarge the model, or change what is being fitted. If the barrier lies where the ground state changes spin, and the model is one smooth function fitted to the lower energy, the first two choices cannot remove the largest error. It has a floor, set by the reference surfaces alone.

## The floor

Let $E_T(\mathbf x)$ and $E_S(\mathbf x)$ be the energies of a triplet and a singlet at nuclear positions $\mathbf x$. Spin-orbit coupling is left out at first, so the surfaces can cross freely, and each is taken to be smooth. Define

$$D=E_T-E_S,\qquad E=\min(E_T,E_S).$$

The triplet is lower where $D<0$, the singlet where $D>0$. The set $D=0$ is the seam. I work with gradients; forces are their negatives, so force errors have the same size.

At a seam point $\mathbf x_0$ write $\mathbf g_T=\nabla E_T$ and $\mathbf g_S=\nabla E_S$, and let

$$J=|\mathbf g_T-\mathbf g_S|=|\nabla D|>0 .$$

The jump has a definite direction. Along any curve $\mathbf x(\tau)$ inside the seam $D$ stays zero, so $0=dD/d\tau=\nabla D\cdot d\mathbf x/d\tau$. The jump vector $\nabla D$ is therefore normal to the seam, and the force along the seam is continuous.

Let $\mathbf n=\nabla D/J$. At $\mathbf x_0\pm\epsilon\mathbf n$ we have $D=\pm\epsilon J+O(\epsilon^2)$, so every neighbourhood of $\mathbf x_0$ contains points of both kinds. As $\epsilon\to0$, $\nabla E$ tends to $\mathbf g_T$ on the minus side and to $\mathbf g_S$ on the plus side.

Now take any continuously differentiable $V$. Its gradient tends to the same vector $\mathbf p=\nabla V(\mathbf x_0)$ from both sides, so the two force errors tend to $|\mathbf p-\mathbf g_T|$ and $|\mathbf p-\mathbf g_S|$. By the triangle inequality,

$$J=|(\mathbf g_T-\mathbf p)+(\mathbf p-\mathbf g_S)|\le|\mathbf p-\mathbf g_T|+|\mathbf p-\mathbf g_S| .$$

Two numbers whose sum is at least $J$ cannot both be below $J/2$. Hence

$$\sup|\nabla V-\nabla E|\ \ge\ \frac J2$$

over any neighbourhood of $\mathbf x_0$, leaving out the seam itself, where $\nabla E$ is undefined. "Maximum error" must be read as this supremum, since it may be approached without being reached. The same argument applied to one atom's three force components gives that atom an error of at least half its own jump.

The physical content is simple. The reference has two forces at one geometry, and a smooth function of geometry can supply one. The best compromise at the crossing is their mean, which is wrong by $J/2$ on each side.

## A model with numbers

Take a reaction coordinate $q$ and a transverse coordinate $y$, with

$$E_T=\tfrac12k_Tq^2+\tfrac12k_yy^2,$$
$$E_S=E_0+\tfrac12k_S(q-a)^2+\tfrac12k_y(y-b)^2 .$$

The parameters are $k_T=500$, $k_S=700$ and $k_y=200$ eV/nm², $a=0.10$ nm, $b=0.04$ nm and $E_0=-0.50$ eV.

A path from the triplet minimum to the singlet minimum must cross the seam, so the barrier on $E$ is at least the lowest seam energy. It is no higher, because from the lowest seam point one can go straight to either minimum, downhill on a convex parabolic surface. To find that point, minimise $E_T$ subject to $D=0$. With a Lagrange multiplier $\mu$,

$$\mathbf g_T=\mu(\mathbf g_T-\mathbf g_S)\quad\Longrightarrow\quad(1-\mu)\mathbf g_T+\mu\mathbf g_S=0 .$$

The two components of this condition give

$$y=\mu b,\qquad q=\frac{\mu k_Sa}{(1-\mu)k_T+\mu k_S},$$

and $D=0$ then becomes a cubic equation for $\mu$ with three real roots. The one with the lowest energy is $\mu=0.383$; the other two lie above 100 eV. The point is $q=0.0465$ nm, $y=0.0153$ nm, at $0.5635$ eV above the triplet minimum. The gradients there, in eV/nm, are

$$\mathbf g_T=(23.24,\,3.06),\qquad\mathbf g_S=(-37.47,\,-4.94).$$

Since $0<\mu<1$, they are antiparallel. Their sizes are 23.44 and 37.79 eV/nm, and these add:

$$J=\sqrt{60.70^2+8.00^2}=61.23\ \text{eV/nm},\qquad \frac J2=30.6\ \text{eV/nm}=3.06\ \text{eV/Å}.$$

One-sided differences of the lower energy, which use no gradient formula, give the same jump.

The floor can also be met from the other direction, by asking for the best fit. On a cut along $\mathbf n$, 0.02 nm to each side, a linear program minimised the largest force error among continuous, piecewise linear forces. With 6 knots and with 41 knots the optimum was 30.61 eV/nm. Refinement gains nothing here, and the reason can be seen. A constant gradient equal to the mean of the two limits already has error $J/2$ at the crossing. Both surfaces curve upwards, so going left the triplet slope falls towards this constant, and going right the singlet slope rises towards it. Over this short cut the error elsewhere is smaller. Even a straight-line potential attains the smallest possible maximum error, which shows how little that one number says about the rest of a fit.

## Small energy error, unchanged force error

Is the floor merely a lower estimate, or can a good potential come down to it? Use the identity $\min(E_T,E_S)=\frac12(E_T+E_S)-\frac12|D|$ and round the absolute value with an energy $c>0$:

$$V_c=\tfrac12(E_T+E_S)-\tfrac12\sqrt{D^2+4c^2}.$$

This is smooth. It lies below $E$ by

$$E-V_c=\tfrac12\left(\sqrt{D^2+4c^2}-|D|\right)=\frac{2c^2}{\sqrt{D^2+4c^2}+|D|}\le c,$$

because the denominator is at least $2c$. Differentiating both functions and subtracting gives

$$|\nabla V_c-\nabla E|=\frac{|\nabla D|}2\left(1-\frac{|D|}{\sqrt{D^2+4c^2}}\right).$$

Next to the seam the bracket tends to 1 and the error to half the local jump, whatever $c$ is. At a fixed distance $|D|\ge\delta$ the bracket is at most $2c^2/\delta^2$, which vanishes with $c$. In a closed, bounded region the largest error therefore tends, as $c\to0$, to half the largest jump on the seam inside it. The floor is sharp.

In the model the jump varies a little along the seam. Over a strip reaching 0.015 nm in $y$ to each side of the lowest crossing, half the largest jump is 30.81 eV/nm. The rounded potential with $c=0.001$ eV has a largest force error of 30.81 eV/nm and a largest energy error of 0.001 eV. An energy accuracy of 1 meV thus coexists with a force error of 3 eV/Å.

The root-mean-square error hides this. On a normal cut of length $L$, and for small $c$, put $D\simeq Js$ and $|\nabla D|\simeq J$, where $s$ is the distance from the seam. Substituting $s=2cu/J$,

$$\frac1L\int\frac{J^2}4\left(1-\frac{|Js|}{\sqrt{J^2s^2+4c^2}}\right)^2ds=\frac{Jc}{L}\int_0^\infty\left(1-\frac u{\sqrt{1+u^2}}\right)^2du .$$

The prefactor is $J^2/4$, times $2c/J$ from $ds$, times 2 for the two sides. Expanding the square and using $u^2/(1+u^2)=1-1/(1+u^2)$, the last integral is

$$\Big[2u-\arctan u-2\sqrt{1+u^2}\Big]_0^\infty=-\frac\pi2+2 .$$

So the RMS error is $\sqrt{Jc(2-\pi/2)/L}$. For $L=0.04$ nm and $c=0.001$ eV this is $\sqrt{61.23\times0.001\times0.429/0.04}=0.81$ eV/nm, and quadrature of the full expression agrees. Reducing $c$ tenfold lowers it to 0.26 eV/nm. The large error stays as large and occupies less space.

The price is curvature. Along $\mathbf n$, the derivative of $-\frac12\sqrt{D^2+4c^2}$ is $-\frac12DD'/\sqrt{D^2+4c^2}$. Differentiating again and setting $D=0$ leaves $-D'^2/(4c)$, so

$$V_c''=\tfrac12(E_T''+E_S'')-\frac{J^2}{4c}.$$

With $c=0.01$ eV this is $593-93{,}725\simeq-93{,}130$ eV/nm². It grows as $1/c$ without limit. An imaginary frequency computed at the saddle of such a fit measures the rounding, and the spin-free reference has no value to which it could converge.

## What trained potentials do

Potentials made of Gaussians, with centres spaced by about one width, were fitted by least squares to energies and forces of the lower surface. The region reached 0.04 nm in $q$ and 0.015 nm in $y$ to each side of the lowest crossing, and the spacing of the training points was about one third of the width. The RMS error is over 1500 random points in that region. The error at the crossing is the larger of the two one-sided values.

| Width (nm) | RMS force error (eV/nm) | Error at crossing (eV/nm) | Saddle energy (eV) |
|---|---|---|---|
| 0.012 | 7.5 | 34.3 | 0.504 |
| 0.006 | 5.7 | 30.7 | 0.534 |
| 0.003 | 4.3 | 32.4 | 0.545 |

More functions and more data, from 189 to 2511 training points, lower the RMS error by 42%. The error at the crossing stays above 30.6 eV/nm, as it must. It does not fall steadily: each fit misses the mean gradient by a different amount, and the amount depends on where the training points fall relative to the seam. Shifting the grid by a fraction of its spacing moves these values between 30.7 and 35 eV/nm and can change their order.

Each of these fits has a saddle within 0.002 nm of the lowest crossing. With other placements of the training grid it lies up to 0.004 nm away, with a reference gradient down to 22.5 eV/nm, and it stays on the triplet side. The reference has no stationary point there. At the fitted saddles its gradient is between 23.2 and 23.4 eV/nm, or 2.3 eV/Å, which is the triplet's slope. The rounded potential suggests why the saddle falls on the triplet side. With $r=D/\sqrt{D^2+4c^2}$,

$$\nabla V_c=\frac{1-r}2\,\mathbf g_T+\frac{1+r}2\,\mathbf g_S .$$

Treating the two gradients as constant near the crossing, this vanishes when $(1-r)|\mathbf g_T|=(1+r)|\mathbf g_S|$, that is

$$r=\frac{|\mathbf g_T|-|\mathbf g_S|}{J}=\frac{23.44-37.79}{61.23}=-0.23 .$$

Negative $r$ means $D<0$. The saddle moves to the side of the gentler slope, where the reference force is the smaller of the two.

A reference calculation at the fitted saddle will thus report a large force, and refining the search will not cure it. The barrier is affected as well. The fitted saddles are too low by 0.059, 0.029 and 0.019 eV; these figures depend on how the training grid is placed relative to the crossing. The first ranges from about 0.048 to 0.059 eV, and the other two move by about 0.001 eV. At 900 K, where $kT=0.0776$ eV, the Boltzmann factor alone is then too large by factors of about 2.1, 1.5 and 1.3, if the energy of the triplet minimum, which lies outside the fitted region, is taken as exact. The error of the barrier falls from fit to fit, but with 2511 training points on a surface of two coordinates it is still 0.019 eV.

## Why a test set can show no error

The floor concerns all configurations near the crossing. A finite list can be fitted perfectly. On the normal cut, a cubic Hermite interpolant through energies and slopes at points 0.002 nm apart is continuously differentiable and has zero force error at every training point. Just beside the crossing, which lies midway between two of them, its error is 30.6 eV/nm.

A bound for finite data needs a limit on how fast the fitted force may change. Suppose $|\nabla V(\mathbf a)-\nabla V(\mathbf b)|\le Kh$ for two points a distance $h$ apart on opposite sides, and let $m$ be the larger of their two force errors. Going from $\nabla E(\mathbf a)$ to $\nabla V(\mathbf a)$, then to $\nabla V(\mathbf b)$ and to $\nabla E(\mathbf b)$,

$$|\nabla E(\mathbf a)-\nabla E(\mathbf b)|\le m+Kh+m,$$
$$m\ge\tfrac12\big(|\nabla E(\mathbf a)-\nabla E(\mathbf b)|-Kh\big).$$

For $h\to0$ this returns $J/2$. For $m=0$ it demands $K\ge|\nabla E(\mathbf a)-\nabla E(\mathbf b)|/h$. The interpolant needs at least 30,020 eV/nm² between its two central points and has 30,170, against force constants of at most 700 in the true surfaces. For a pair 0.0008 nm apart inside that gap, the bound is 18.3 eV/nm and the actual error 18.4. A useful validation set therefore includes close pairs on opposite sides of the seam.

## When spin-orbit coupling rounds the cusp

Spin-orbit coupling removes the strict premise. Let the singlet couple to the three triplet components, which share the energy $E_T$, with complex elements $w_1,w_2,w_3$. One combination of the components carries the whole coupling, of size $\lambda=(\sum|w_i|^2)^{1/2}$. The other two stay at $E_T$. The lowest state is the lower eigenvalue of

$$\begin{pmatrix}E_T&\lambda\\ \lambda&E_S\end{pmatrix},\qquad E_-=\tfrac12(E_T+E_S)-\tfrac12\sqrt{D^2+4\lambda^2}.$$

This is $V_c$ with $c=\lambda$. Wherever the coupling is not zero, the true lowest surface is now smooth, and a smooth potential could in principle fit it there without error.

The scale decides whether this helps. Between $D=-2\lambda$ and $D=2\lambda$ the ratio $D/\sqrt{D^2+4\lambda^2}$ goes from $-1/\sqrt2$ to $1/\sqrt2$, so the gradient changes by about $J/\sqrt2$ within a width $4\lambda/J$. For $\lambda=0.01$ eV the width is $0.04/61.23=0.00065$ nm. Diagonalizing the four-state matrix gives a fraction 0.701 of the jump in that width. The difference from 0.707 is the mean curvature, $593\times0.00065/61.23=0.006$.

A potential must resolve this width to profit from the smoothness. One with $K=30{,}170$ eV/nm², like the interpolant above, still has an error of at least $\frac12(0.701\times61.23-30{,}170\times0.00065)\simeq12$ eV/nm at one end of it.

There is also the question of whether the nuclei follow the lowest surface. Let them cross at constant speed $v$ along $\mathbf n$, so that $D=\alpha t$ with $\alpha=vJ$. For weak coupling, the amplitude to change spin is, in first order,

$$\frac\lambda\hbar\left|\int_{-\infty}^{\infty}e^{i\alpha t^2/2\hbar}dt\right|=\frac\lambda\hbar\sqrt{\frac{2\pi\hbar}\alpha},$$

and its square is $2\pi\lambda^2/(\hbar vJ)$. The Landau–Zener formula extends this to any coupling:

$$P=1-\exp\left(-\frac{2\pi\lambda^2}{\hbar vJ}\right).$$

I do not derive the extension here. For a mass of 16 u at 900 K, $v=\sqrt{kT/m}=684$ m/s and the formula gives $P=0.0225$. Direct integration of the time-dependent Schrödinger equation for the two states gives the same value. This holds for a start in the singlet or in the coupled triplet combination. For three equally populated triplet components the chance is a third of it, below 1%. These numbers give only an order of magnitude, because the speed is not really constant: with a kinetic energy of $kT/2$ at the crossing, nuclei on the triplet surface turn back after about 0.0016 nm and pass the crossing again. The conclusion for this weak coupling is that the system mostly keeps its spin and leaves the lower surface. Dynamics on a perfect fit of $E$ would then be wrong for a reason unrelated to fitting.

## The real case, and what to fit instead

The parameters are round values, chosen to illustrate molecular oxygen, whose ground state is a triplet, entering an oxide and ending as a closed-shell interstitial. They are not a calculation of any material. The mass of 16 u is that of one oxygen atom. The whole molecule has 32 u and its bond stretch 8 u; with these, $P$ for a single passage would be 0.032 and 0.016, still small. The jump of 6 eV/Å belongs to steep, bond-stretching slopes; a gentler crossing lowers the floor in proportion. The coupling of 0.01 eV has the right order of magnitude for oxygen, but it depends on the singlet. In the free molecule the triplet ground state couples to $b\,^1\Sigma_g^+$ by about 0.02 eV and, in first order, not at all to the lower $a\,^1\Delta_g$. A nearby heavy metal atom may raise it further. With $\lambda=0.03$ eV and all else fixed, the exponent grows ninefold, $P$ for a single passage becomes about 0.19 and the rounded width 0.002 nm. The assumption of classical nuclei is also doubtful here. The thermal wavelength, about 0.015 nm, exceeds the barrier's width at $kT$ below its top, 0.0055 nm. For motion that stays on the lower surface, tunnelling may therefore matter; its size was not computed. This comparison does not settle its role when the system mostly keeps its spin. Tunnelling does not alter the floor, which concerns the spin-free surface.

The proof shows where one can escape. It needs a single-valued $V$ with a continuous gradient. A model that receives the spin as an input has two gradients at $\mathbf x_0$ and is free of the floor. So is a pair of smooth potentials, one for each spin, with the minimum taken afterwards.

Even then the maximum error of the combined lower surface is a poor measure. If each fitted energy is off by up to $\epsilon$, the fitted seam can shift by about $2\epsilon/J$. Inside that sliver the wrong spin is chosen and the force error is about $J$, twice the old floor. For $\epsilon=0.001$ eV the sliver is about $3\times10^{-5}$ nm wide and harmless for the barrier: the crossing energy is still right to within $\epsilon$, and the barrier height, a difference of two energies, to within $2\epsilon$. Errors should be judged on each spin surface separately. When the barrier lies at the crossing, it should be sought as the lowest point with $E_T=E_S$. There the two gradients are antiparallel, while the force need not vanish. If they are parallel instead, the lower energy keeps rising or falling through the crossing, and the barrier lies elsewhere. A highest point along the seam can have antiparallel gradients too, so the energies of neighbouring seam points should also be compared.

The main values used here are listed in the numerical output below.

## Numbers as computed

```
Force constants triplet, singlet, side: 500, 700, 200 eV/nm^2
Singlet minimum at q, y: 0.10, 0.04 nm
Singlet minimum energy: -0.50 eV
Lowest crossing q, y: 0.04648, 0.01531 nm
Crossing energy above triplet minimum: 0.5635 eV
Triplet gradient (q, y): 23.239, 3.063 eV/nm
Singlet gradient (q, y): -37.465, -4.937 eV/nm
Gradient sizes triplet, singlet: 23.440, 37.789 eV/nm
Gradient jump J: 61.229 eV/nm
Jump from one-sided energy differences: 61.229 eV/nm
Lower bound J/2: 30.615 eV/nm = 3.061 eV/angstrom
Minimax force error, 6 knots: 30.615 eV/nm
Minimax force error, 41 knots: 30.614 eV/nm
Half the largest jump on the seam strip: 30.810 eV/nm
Smoothed minimum, c = 0.001 eV, largest force error: 30.809 eV/nm
Same, largest energy error: 0.001000 eV
Length of normal cut: 0.04 nm
c = 0.0100 eV: RMS force error 2.563, law 2.563 eV/nm
c = 0.0010 eV: RMS force error 0.811, law 0.811 eV/nm
c = 0.0001 eV: RMS force error 0.256, law 0.256 eV/nm
Mean curvature along normal: 593.2 eV/nm^2
Curvature at crossing, c = 0.01 eV: -93132 eV/nm^2
Gaussian width 0.012 nm: 140 functions, 189 training points
  RMS force error 7.463, error at crossing 34.329 eV/nm
  fitted saddle: energy 0.5043 eV, reference force 23.377 eV/nm
  its distance from the lowest crossing: 0.00175 nm
Gaussian width 0.006 nm: 252 functions, 656 training points
  RMS force error 5.720, error at crossing 30.728 eV/nm
  fitted saddle: energy 0.5341 eV, reference force 23.259 eV/nm
  its distance from the lowest crossing: 0.00198 nm
Gaussian width 0.003 nm: 578 functions, 2511 training points
  RMS force error 4.337, error at crossing 32.405 eV/nm
  fitted saddle: energy 0.5445 eV, reference force 23.378 eV/nm
  its distance from the lowest crossing: 0.00099 nm
Hermite fit, node spacing 0.002 nm: training force error 0.0e+00 eV/nm
Hermite fit, force error at crossing: 30.639 eV/nm
Curvature needed, found: 30021, 30169 eV/nm^2
Test pair separation: 0.0008 nm
Pair error bound, found: 18.310, 18.372 eV/nm
Spin-orbit coupling: 0.010 eV
Spin-orbit rounding width 4 lam/J: 0.000653 nm
Fraction of jump inside that width: 0.701
Temperature, mass: 900 K, 16 u
Thermal speed sqrt(kT/m): 683.9 m/s
Chance to follow lower surface: formula 0.02254, integration 0.02254
kT: 0.0776 eV
Barrier width kT below top: 0.00553 nm
Thermal wavelength: 0.01455 nm
```
